# How 0.1 nm of Extra Barrier Changes the Tunnel Resistance-Area Product

## The decision

The resistance-area product \(RA\) of a tunnel junction has been calculated for one barrier thickness, and its value is wanted for a barrier 0.1 nm thicker. Must the sum over all directions of the arriving electrons be done again, or is it enough to multiply by one exponential? For a free-electron barrier 1 eV high the exponential is about 2.8. It is the factor for electrons at normal incidence, and the factor for the whole junction in the limit of a thick barrier. At a thickness of 1 nm the full factor is nearer 3.1. At this thickness or above, and at zero temperature, an estimate that need only be good to fifteen per cent can therefore stop at the exponential. At room temperature this holds up to about 3.5 nm; beyond that, thermal emission over the barrier takes over. A barrier height deduced from the thickness dependence is more sensitive: at 1 nm the exponential alone makes it 24% too high, as shown below.

## Model and decay constant

Two identical free-electron metals are separated by a barrier occupying \(0<z<d\). Energies are measured from the bottom of the metals' band, where the Fermi energy is \(E_F\). The potential is zero in the metals and \(E_F+\phi\) in the barrier, so \(\phi\) is the height seen from the Fermi level. The electron mass is \(m\) everywhere. Tunneling is elastic, the interfaces are smooth, the temperature is zero and the bias is vanishingly small.

Write \(b=\hbar^2/2m\). For an electron at the Fermi energy moving along \(z\), the Schrödinger equation inside the barrier is

\[
-b\,\psi''+(E_F+\phi)\psi=E_F\psi
\quad\Longrightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\sqrt{\phi/b}.
\]

With \(b=0.0381\) eV nm² and \(\phi=1\) eV,

\[
\kappa=\sqrt{1/0.0381}\ \text{nm}^{-1}=5.12\ \text{nm}^{-1}.
\]

The amplitude falls as \(\exp(-\kappa z)\) and the probability as its square, so an added thickness \(\delta\) should cost a factor \(\exp(2\kappa\delta)\). For \(\delta=0.1\) nm the exponent is \(2\times5.123\times0.1=1.025\), and

\[
\exp(1.025)\approx2.79 .
\]

Two things remain to be shown: that reflections at the two faces do not spoil this factor, and what the oblique electrons do to it.

## Transmission of one electron

Let \(E_z\) be the energy of motion along \(z\), with \(k^2=E_z/b\) in the metal and \(q^2=(E_F+\phi-E_z)/b\) in the barrier. At normal incidence and the Fermi energy, \(q=\kappa\).

It is simplest to work backwards from the exit. Beyond the barrier there is an outgoing wave alone; scale it so that \(\psi(d)=1\) and \(\psi'(d)=ik\). The solution inside with these values is

\[
\psi(z)=\cosh q(z-d)+\frac{ik}{q}\sinh q(z-d).
\]

At the entrance, since \(\sinh\) is odd,

\[
\psi(0)=\cosh qd-\frac{ik}{q}\sinh qd,\qquad
\psi'(0)=-q\sinh qd+ik\cosh qd .
\]

On the left, \(\psi=Ae^{ikz}+Be^{-ikz}\), which gives \(\psi(0)=A+B\) and \(\psi'(0)/(ik)=A-B\). Half their sum is the incident amplitude. With \(-q/(ik)=iq/k\),

\[
A=\cosh qd+\frac i2\left(\frac qk-\frac kq\right)\sinh qd .
\]

The wave vector is the same on both sides, so the transmission probability is \(T=1/|A|^2\). Using \(\cosh^2=1+\sinh^2\) and \(1+\tfrac14(q/k-k/q)^2=\tfrac14(q/k+k/q)^2\),

\[
\frac1T=1+\frac{(k^2+q^2)^2}{4k^2q^2}\sinh^2 qd .
\]

Define \(P=16k^2q^2/(k^2+q^2)^2\), so that the coefficient of \(\sinh^2\) is \(4/P\). Since \(\sinh^2qd=\tfrac14e^{2qd}(1-e^{-2qd})^2\),

\[
\frac1T=\frac{e^{2qd}}{P}\left[1+(P-2)e^{-2qd}+e^{-4qd}\right].
\]

For a thick barrier the bracket tends to one and \(T\approx P\,e^{-2qd}\). The interfaces enter through \(P\), which does not contain \(d\). It cancels when two thicknesses are compared at the same energy.

At normal incidence call the prefactor \(T_0\). With \(E_F=5\) eV and \(\phi=1\) eV,

\[
T_0=\frac{16E_F\phi}{(E_F+\phi)^2}=\frac{16\times5\times1}{36}=2.22 .
\]

A value above one is no contradiction: \(T_0\) is a prefactor, and the probability is its product with a small exponential. The full formula gives \(T=7.89\times10^{-5}\) at 1.0 nm and \(2.83\times10^{-5}\) at 1.1 nm. Their ratio is 2.79, the value of the simple exponential.

The opposite limit shows where this reasoning ends. If \(\kappa d\ll1\), then \(\sinh\kappa d\approx\kappa d\), and at normal incidence

\[
\frac1T\approx1+\frac{(k^2+\kappa^2)^2d^2}{4k^2}.
\]

The resistance of this channel then grows with the square of the thickness, starting from a finite value. The factor 2.8 belongs to barriers with \(\kappa d\) well above one; here \(\kappa d=5.1\) at 1 nm.

## From transmission to \(RA\)

Electrons also arrive obliquely. The potential depends on \(z\) alone, so the transverse wave vector \(\mathbf k_\parallel\) is conserved. The current density is a sum over states moving towards the barrier, with a factor 2 for spin:

\[
J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,T\,(f_L-f_R),
\]

where \(f_L\) and \(f_R\) are the occupations of the two metals and \(J\) is taken as a magnitude. At fixed \(\mathbf k_\parallel\), \(v_z\,dk_z=dE/\hbar\). One factor \(1/2\pi\) combines with \(1/\hbar\) to give \(1/h\):

\[
J=\frac{2e}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\int dE\;T\,(f_L-f_R).
\]

At zero temperature and small bias \(V\), the occupations differ by one in a window of width \(eV\) at the Fermi energy. Dividing by \(V\) gives the conductance per area,

\[
g=\frac1{RA}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T .
\]

Let \(\varepsilon=bk_\parallel^2\) be the transverse energy. Then \(d^2k_\parallel=2\pi k_\parallel dk_\parallel\) and \(k_\parallel dk_\parallel=d\varepsilon/2b\), so

\[
g=\frac{2e^2}{h}\,\frac1{4\pi b}\int_0^{E_F}T\,d\varepsilon,\qquad E_z=E_F-\varepsilon .
\]

Energy spent on transverse motion is missing from the motion through the barrier. An oblique electron therefore meets an effective height \(\phi+\varepsilon\) and decays with

\[
q=\sqrt{\frac{\phi+\varepsilon}{b}}=\kappa\sqrt{1+\frac{\varepsilon}{\phi}} .
\]

## Leading behavior and first correction

For large \(\kappa d\) the integral is dominated by small \(\varepsilon\). Expanding the root to first order,

\[
2qd\approx2\kappa d+\frac{\kappa d}{\phi}\,\varepsilon .
\]

At this order the prefactor may be taken at \(\varepsilon=0\) and the upper limit moved to infinity:

\[
\int_0^{E_F}T\,d\varepsilon\approx T_0e^{-2\kappa d}\int_0^\infty e^{-\kappa d\,\varepsilon/\phi}\,d\varepsilon
=T_0e^{-2\kappa d}\,\frac{\phi}{\kappa d}.
\]

Since \(\phi/b=\kappa^2\), the leading conductance per area is

\[
g_0=\frac{2e^2}{h}\,T_0\,\frac{\kappa}{4\pi d}\,e^{-2\kappa d}.
\]

The ratio of resistance-area products is the inverse ratio of conductances:

\[
\frac{RA(d+\delta)}{RA(d)}\approx\frac{g_0(d)}{g_0(d+\delta)}
=\left(1+\frac{\delta}{d}\right)e^{2\kappa\delta}.
\]

The exponential is the thick-barrier limit at fixed \(\delta\), and \(\delta/d\) is its first correction. The correction has a direct meaning. At leading order, the contributing transverse energies extend over a range of about \(\phi/(\kappa d)\), which is 0.20 eV at 1 nm. This range shrinks as \(1/d\). A thicker barrier attenuates the normally incident electrons and also narrows the cone of directions that contributes.

For the step from 1.0 to 1.1 nm,

\[
(1+0.1)\times2.786=3.065,
\]

while numerical integration with the full transmission formula gives 3.130. The exponential alone is 11% below this full ratio; with the first correction the shortfall is 2%.

## What the next terms do

The remaining 2% can be derived, and the derivation also shows why \(RA\) itself is less accurate at leading order than its ratio. Keep the thick-barrier form \(T\approx Pe^{-2qd}\), but now keep the energy dependence of \(P\) and the whole square root. With \(k^2=(E_F-\varepsilon)/b\) and \(q^2=(\phi+\varepsilon)/b\),

\[
P=T_0\left(1-\frac{\varepsilon}{E_F}\right)\left(1+\frac{\varepsilon}{\phi}\right).
\]

Set \(s=\sqrt{1+\varepsilon/\phi}\), \(r=\phi/E_F\) and \(a=2\kappa d\). Then \(2qd=as\), \(d\varepsilon=2\phi s\,ds\), and \(1-\varepsilon/E_F=1+r-rs^2\). The integral becomes

\[
\int_0^{E_F}T\,d\varepsilon\approx\phi T_0e^{-a}\int_1^{s_m}f(s)\,e^{-a(s-1)}ds,
\]
\[
f(s)=2(1+r)s^3-2rs^5,\qquad s_m=\sqrt{1+1/r}.
\]

Integrate by parts. At the upper limit \(f(s_m)=0\), because \(E_z=0\) there; hence

\[
\int_1^{s_m}f\,e^{-a(s-1)}ds=\frac{f(1)}a+\frac1a\int_1^{s_m}f'\,e^{-a(s-1)}ds .
\]

Repeating the step produces \(f'(1)/a^2\), \(f''(1)/a^3\) and so on, with upper-limit terms proportional to \(e^{-a(s_m-1)}\). In the example this exponential is below \(10^{-6}\), and these terms are dropped. The derivatives are

\[
f(1)=2,\qquad f'(1)=6(1+r)-10r=6-4r,
\]
\[
f''(1)=12(1+r)-40r=12-28r .
\]

The first term, \(2/a=1/(\kappa d)\), reproduces \(g_0\). Dividing the others by it gives

\[
g\approx g_0\,C(d),\qquad
C(d)=1+\frac{3-2r}{a}+\frac{6-14r}{a^2}.
\]

For a small step the ratio of resistance-area products acquires the further factor

\[
\frac{C(d)}{C(d+\delta)}\approx1-\frac{\delta}{C}\,\frac{dC}{dd}
\approx1+\frac{(3-2r)\,\delta}{2\kappa d^2},
\]

where the last form keeps the leading power of \(1/d\). The correction to \(RA\) falls as \(1/d\), but its effect on the ratio falls as \(1/d^2\). Most of the error is common to both thicknesses and cancels.

## Worked numbers at 1 nm

Take \(\phi=1\) eV, \(E_F=5\) eV and \(d=1.0\) nm. The leading formula contains the normal-incidence transmission \(T_0e^{-2\kappa d}=7.886\times10^{-5}\). Hence

\[
g_0=7.748\times10^{-5}\times\frac{5.123}{4\pi}\times7.886\times10^{-5}
=2.49\times10^{-9}\ \text{S nm}^{-2}.
\]

The inverse is \(4.01\times10^{8}\) Ω nm². As 1 nm² is \(10^{-6}\) µm², this is 401 Ω µm². The full integral gives 314 Ω µm², so the leading formula overestimates \(RA\) by 28% relative to the full value.

The correction accounts for the difference. Here \(r=0.2\) and \(a=10.25\), so

\[
C(1.0\ \text{nm})=1+\frac{2.6}{10.25}+\frac{3.2}{10.25^2}=1.284,
\]

and \(401.4/1.284=313\) Ω µm², close to the full result. At 1.1 nm, \(a=11.27\) and \(C=1.256\). The corrected ratio is

\[
3.065\times\frac{1.284}{1.256}=3.13,
\]

in agreement with the full values, \(983.5/314.3=3.13\).

For thicker barriers the full ratio approaches the exponential as the analysis requires:

| starting \(d\) (nm) | full ratio | \((1+\delta/d)e^{2\kappa\delta}\) |
|---:|---:|---:|
| 1 | 3.130 | 3.065 |
| 2 | 2.943 | 2.925 |
| 4 | 2.860 | 2.856 |
| 20 | 2.800 | 2.800 |

All entries are zero-temperature values. The 20 nm entry serves to show the limit; its tunneling conductance would be immeasurably small. Even there the ratio is 2.800 and not 2.786, because \(\delta/d\) is still 0.5%.

For Fermi energies of several electronvolts, the electrode has little effect on the ratio. Starting at 1 nm, the full ratio is 3.11 for \(E_F=3\) eV and 3.14 for \(E_F=10\) eV. The Fermi energy is absent from the exponential and from \(1+\delta/d\). It enters through \(r\) in \(C(d)\), whose effect on the ratio is small.

## A second case: reading the barrier height from the slope

Now reverse the problem. Suppose that the ratio 3.130 is known and the barrier height is sought. If the whole ratio is attributed to the exponential,

\[
\kappa_{\rm app}=\frac{\ln3.130}{2\times0.1\ \text{nm}}=5.71\ \text{nm}^{-1},
\qquad
\phi_{\rm app}=b\kappa_{\rm app}^2=1.24\ \text{eV}.
\]

The true height in the model is 1 eV, so the result is 24% too high. Dividing first by \(1+\delta/d=1.1\) gives

\[
\kappa_{\rm app}=\frac{\ln(3.130/1.1)}{0.2\ \text{nm}}=5.23\ \text{nm}^{-1},
\qquad \phi_{\rm app}=1.04\ \text{eV},
\]

which is 4% too high. The full ratio exceeds the exponential factor by 12%, and this excess is about doubled in the height, because the height depends on the square of a logarithm that is itself close to one. At 1 nm this use needs the first correction; the error of the exponential alone shrinks as the barrier thickens.

In the forward direction the sensitivity is milder. The exponent is proportional to \(\sqrt\phi\), so

\[
\frac{d\ln e^{2\kappa\delta}}{d\ln\phi}=\kappa\delta=0.51 .
\]

A barrier 10% higher raises the exponential factor by about 5%. Larger changes need the exponential itself: it is 2.06 for 0.5 eV and 4.26 for 2 eV.

## Where the estimate fails

The small-bias, zero-temperature formula needs a transmission that is nearly constant over the energies that carry current. Near the Fermi energy \(T\) changes by a factor \(e\) over about \(\phi/(\kappa d)\), or 0.2 eV at 1 nm. The formula is safe when both \(eV\) and the thermal energy are small on this scale. At 1 nm the effects are mild: 300 K raises the conductance by 2% and lowers the ratio to 3.11, and a bias of 0.2 V raises the conductance by 3%. The scale shrinks as \(1/d\), however, and emission over the barrier, of order \(e^{-\phi/k_BT}\), competes with \(e^{-2\kappa d}\) once \(2\kappa d\approx\phi/k_BT\), near 3.8 nm at 300 K. At that temperature the ratio is 2.83 at 3 nm, 2.2 at 4 nm and close to 1 at 5 nm. A larger bias also tilts the barrier, which the rectangular model omits.

A different effective mass \(m^*\) in the barrier changes the decay constant to \(\sqrt{2m^*\phi}/\hbar\), so 2.8 is tied to the free-electron mass as well as to 1 eV. Image forces, which lower and round the barrier, and tunneling through defects are left out. For a barrier 1 eV high and 1 nm thick the image force is not a small omission. With the classical image potential cut off at the band bottom, the ratio falls from 3.13 to about 3.0 for a relative permittivity of 10 and to about 2.8 for a permittivity of 3, while the conductance rises roughly 3-fold and 25-fold. The ratio 3.13 and the 24% error in the height therefore belong to the rectangular barrier and are not corrections to be applied unchanged to a real oxide.

Thickness must also mean the same thing everywhere in the junction. Suppose that the extra 0.1 nm is an average, made by covering half the area with an additional 0.2 nm. If the patches are wide enough to conduct independently, their conductances add. Using the exponential alone, the covered half conducts \(1/2.786^2=0.129\) times as well as before. The mean conductance falls to

\[
\tfrac12(1+0.129)=0.564
\]

of its former value, and \(RA\) rises by a factor of 1.8 instead of 2.8. The uncovered half carries most of the current. The estimate of 2.8 thus refers to a uniform increase in thickness, and an average thickness alone does not determine the change in \(RA\).

The numerical output below lists the values for the model, including the thick-barrier sequence and the changes of Fermi energy and barrier height.

## Computed values

```
barrier height phi = 1.0 eV
electrode Fermi energy = 5.0 eV
initial thickness d = 1.0 nm
added thickness delta = 0.1 nm
hbar^2/(2m) = 0.03810 eV nm^2
conductance quantum 2e^2/h = 7.7481e-05 S
decay constant kappa = 5.123 1/nm
kappa*d = 5.123 (no unit)
exponent 2*kappa*delta = 1.0246 (no unit)
exponential factor = 2.786 (no unit)
prefactor T0 = 2.222 (no unit)
normal-incidence T at 1.0 nm = 7.886e-05 (no unit)
normal-incidence T at 1.1 nm = 2.831e-05 (no unit)
ratio of these T = 2.786 (no unit)
full RA at 1.0 nm = 314.3 ohm um^2
full RA at 1.1 nm = 983.5 ohm um^2
full RA ratio = 3.130 (no unit)
part of ratio from oblique incidence = 1.123 (no unit)
leading-formula RA at 1.0 nm = 401.4 ohm um^2
leading conductance error at 1 nm = -21.7 %
leading conductance error at 20 nm = -1.3 %
start 1 nm: full RA ratio = 3.130, (1+delta/d)*exp = 3.065 (no unit)
start 2 nm: full RA ratio = 2.943, (1+delta/d)*exp = 2.925 (no unit)
start 4 nm: full RA ratio = 2.860, (1+delta/d)*exp = 2.856 (no unit)
start 20 nm: full RA ratio = 2.800, (1+delta/d)*exp = 2.800 (no unit)
full RA ratio, Fermi energy 3 eV, start 1 nm = 3.113 (no unit)
full RA ratio, Fermi energy 10 eV, start 1 nm = 3.142 (no unit)
exponential factor, height 0.5 eV = 2.064 (no unit)
exponential factor, height 1.0 eV = 2.786 (no unit)
exponential factor, height 2.0 eV = 4.259 (no unit)
```
